# The Pople-Santry Formula for Fermi-Contact Coupling from Uncoupled Orbital Theory

## Form fixed by symmetry and dimensions

Two nuclei $A$ and $B$ with dimensionless spins $\mathbf I_A$, $\mathbf I_B$ sit in a molecule whose electronic ground state is a closed-shell singlet. The contact interaction ties each nuclear spin to the electron spin density at that nucleus and contains no direction in space. It is unchanged when all spins, electronic and nuclear, are rotated together. The singlet is itself invariant, so the energy left after the electrons are eliminated must be a scalar in the nuclear spins. The scalar bilinear in the two spins is

$$E_{AB}=hJ_{AB}\,\mathbf I_A\cdot\mathbf I_B ,$$

which defines the sign convention for $J_{AB}$.

Let $C_A$ be the strength of the contact operator, an energy times a volume. Multiplied by $s_A^2(0)$, the density of a valence $s$ orbital at its own nucleus, it becomes an energy. The coupling needs one interaction at each nucleus and is therefore of second order, an energy squared divided by an excitation energy:

$$hJ_{AB}=\text{number}\times C_AC_B\,s_A^2(0)\,s_B^2(0)\times\frac{1}{\text{energy}} .$$

What remains is to find the number, the sign and the inverse energy. The last will turn out to be the mutual polarisability $\pi_{AB}$ of the two $s$ orbitals.

## The contact operator

A nuclear moment $\mathbf m$ at the origin has the vector potential $\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\mathbf n/r^2$, with $\mathbf n=\mathbf r/r$. The integral of its field over a sphere follows from the surface form of the curl theorem:

$$\int\mathbf B\,dV=\oint\mathbf n\times\mathbf A\,dS
=\frac{\mu_0}{4\pi}\oint\left[\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)\right]d\Omega .$$

The factor $r^2$ in $dS$ has cancelled $1/r^2$. The angular average of $\mathbf n(\mathbf n\cdot\mathbf m)$ is $\mathbf m/3$, so

$$\int\mathbf B\,dV=\frac{\mu_0}{4\pi}\left(4\pi-\frac{4\pi}{3}\right)\mathbf m=\frac{2\mu_0}{3}\mathbf m .$$

The result does not depend on the radius, so the field contains the term $(2\mu_0/3)\,\mathbf m\,\delta(\mathbf r)$. The rest of the field averages to zero over angles and gives the spin-dipolar mechanism. That mechanism and the orbital ones are separate contributions to $J$ and are not treated here.

The nuclear moment is $\hbar\gamma_A\mathbf I_A$ and the electron moment is $-g\mu_B\mathbf s$, with $\mathbf s$ dimensionless. The energy $-\boldsymbol\mu_e\cdot\mathbf B$ is positive for parallel $\mathbf s$ and $\mathbf I_A$ when $\gamma_A>0$. With $g=2$,

$$H_A=C_A\,\mathbf I_A\cdot\mathbf T_A,\qquad
\mathbf T_A=\sum_k\delta(\mathbf r_k-\mathbf R_A)\,\mathbf s_k,\qquad
C_A=\frac43\mu_0\mu_B\hbar\gamma_A .$$

## Second-order energy

The first-order energy vanishes because a singlet has no spin density. In second order the perturbation $H_A+H_B$ gives an operator on the nuclear spins,

$$H_{\rm eff}=-\sum_{n\ne0}\frac{\langle0|H_A+H_B|n\rangle\langle n|H_A+H_B|0\rangle}{E_n-E_0}.$$

The terms with $H_A$ twice contain $\sum_\alpha I_{A\alpha}^2=I_A(I_A+1)$, a constant that splits no levels. The two cross terms contain

$$M_{\alpha\beta}=\sum_{n\neq 0}\frac{\langle0|T_{A\alpha}|n\rangle\langle n|T_{B\beta}|0\rangle}{E_n-E_0}.$$

The operators $T_{A\alpha}$ form a vector under rotations of electron spin. Acting on a singlet, they lead to triplets. The sum covers whole triplets, so $M_{\alpha\beta}$ is invariant under these rotations and must be $M_{zz}\delta_{\alpha\beta}$. For real orbitals the two cross terms are equal, and

$$hJ_{AB}=-2C_AC_B\sum_n\frac{\langle0|T_{Az}|n\rangle\langle n|T_{Bz}|0\rangle}{E_n-E_0}. \tag{1}$$

The factor 2 counts the two orders in which the nuclei act.

## Orbital matrix elements

Let the ground state be a determinant of doubly occupied real orbitals $\varphi_i$, with empty orbitals $\varphi_a$. In second quantisation

$$T_{Az}=\tfrac12\sum_{pq}\varphi_p(\mathbf R_A)\varphi_q(\mathbf R_A)
\left(a^\dagger_{p\uparrow}a_{q\uparrow}-a^\dagger_{p\downarrow}a_{q\downarrow}\right).$$

This is a one-electron operator, so it connects the determinant to single excitations. To find the triplet with $M=0$, apply the spin-lowering operator to the $M=1$ state $a^\dagger_{a\uparrow}a_{i\downarrow}|0\rangle$. The result is $(a^\dagger_{a\downarrow}a_{i\downarrow}-a^\dagger_{a\uparrow}a_{i\uparrow})|0\rangle$. After normalisation and a choice of overall sign,

$$|T_{ia}\rangle=\frac{1}{\sqrt2}\left(a^\dagger_{a\uparrow}a_{i\uparrow}-a^\dagger_{a\downarrow}a_{i\downarrow}\right)|0\rangle .$$

The minus sign here meets the minus sign in $T_{Az}$, and the two spin contributions add:

$$\langle T_{ia}|T_{Az}|0\rangle=\frac{1}{\sqrt2}\left(\frac12+\frac12\right)\varphi_i(\mathbf R_A)\varphi_a(\mathbf R_A)
=\frac{\varphi_i(\mathbf R_A)\varphi_a(\mathbf R_A)}{\sqrt2}. \tag{2}$$

The uncoupled approximation now enters. The unperturbed Hamiltonian is taken as a sum of frozen Fock operators, so that $E_n-E_0=\varepsilon_a-\varepsilon_i$. In Hartree-Fock theory this drops the electron-hole attraction and the mixing of different excitations. Inserting (2) in (1) gives

$$hJ_{AB}=-2C_AC_B\sum_{ia}\frac12\,\frac{\varphi_i(\mathbf R_A)\varphi_a(\mathbf R_A)\varphi_i(\mathbf R_B)\varphi_a(\mathbf R_B)}{\varepsilon_a-\varepsilon_i}
=\frac14C_AC_B\,\Pi_{AB},$$

$$\Pi_{AB}=-4\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\varphi_i(\mathbf R_A)\varphi_a(\mathbf R_A)\varphi_i(\mathbf R_B)\varphi_a(\mathbf R_B)}{\varepsilon_a-\varepsilon_i}. \tag{3}$$

The index $i$ runs over spatial orbitals, each counted once.

## Reduction to valence s orbitals

Expand the valence orbitals in an orthonormal valence basis, with $c_{pA}$ the coefficient of the $s$ orbital on $A$ in $\varphi_p$. A $p$ orbital on $A$ vanishes at $\mathbf R_A$. If the tails of functions on other atoms are also neglected there,

$$\varphi_p(\mathbf R_A)\approx c_{pA}\,s_A(0).$$

Each nucleus appears in (3) through a product of two orbital values, which supplies one factor $s_A^2(0)$. With core excitations omitted,

$$\Pi_{AB}\approx s_A^2(0)s_B^2(0)\,\pi_{AB},\qquad
\pi_{AB}=-4\sum_{ia}\frac{c_{iA}c_{aA}c_{iB}c_{aB}}{\varepsilon_a-\varepsilon_i}. \tag{4}$$

The reduced coupling $K_{AB}$ removes the nuclear moments through $hJ_{AB}=\hbar^2\gamma_A\gamma_BK_{AB}$. Since $\tfrac14C_AC_B=\tfrac14\cdot\tfrac{16}{9}\mu_0^2\mu_B^2\hbar^2\gamma_A\gamma_B$,

$$K_{AB}=\frac49\mu_0^2\mu_B^2\,s_A^2(0)\,s_B^2(0)\,\pi_{AB},\qquad
J_{AB}=\frac{h\gamma_A\gamma_B}{4\pi^2}K_{AB}. \tag{5}$$

This is the Pople-Santry formula. The proportionality to the two densities rests on the one-centre step and is not a property of (3).

## Why the sum is a polarisability

Shift the level of the $s$ orbital on $B$ by a small $\delta\alpha_B$. The perturbation has matrix elements $c_{pB}c_{iB}\,\delta\alpha_B$, and first-order theory gives

$$\delta c_{iA}=\sum_{p\ne i}\frac{c_{pA}c_{pB}c_{iB}}{\varepsilon_i-\varepsilon_p}\,\delta\alpha_B .$$

The population of the $s$ orbital on $A$ is $q_A=2\sum_ic_{iA}^2$, so $\delta q_A=4\sum_ic_{iA}\delta c_{iA}$. When $p$ is also occupied, the terms $(i,p)$ and $(p,i)$ have equal numerators and opposite denominators, and they cancel. The empty orbitals remain:

$$\frac{\partial q_A}{\partial\alpha_B}=4\sum_{ia}\frac{c_{iA}c_{aA}c_{iB}c_{aB}}{\varepsilon_i-\varepsilon_a}=\pi_{AB}.$$

The magnetic problem uses the same response. With the nuclear spins along $z$, the contact field of $B$ shifts its $s$ level by $+h_B$ for spin up and $-h_B$ for spin down, where $h_B=\tfrac12C_Bs_B^2(0)I_{Bz}$. Each spin carries half of the polarisability, so the populations on $A$ change by $+\tfrac12\pi_{AB}h_B$ and $-\tfrac12\pi_{AB}h_B$. The total charge is unchanged, and a spin population $\pi_{AB}h_B$ appears on $A$. Its interaction with nucleus $A$ is

$$h_A\,\pi_{AB}h_B=\tfrac14C_AC_Bs_A^2(0)s_B^2(0)\,\pi_{AB}\,I_{Az}I_{Bz},$$

which is the $z$ part of the coupling found above. No further factor $\tfrac12$ is needed: the derivative of the energy with respect to $h_A$ is the spin population on $A$, which to first order is $\pi_{AB}h_B+\pi_{AA}h_A$. Integrating it from zero to $h_A$ at fixed $h_B$ gives this product plus $\tfrac12\pi_{AA}h_A^2$, a term that does not involve nucleus $B$.

A uniform shift of all valence levels moves no charge, so $\sum_B\pi_{AB}=0$ when $B$ runs over every valence orbital, including $A$ itself. The same follows from (4), because $\sum_Bc_{iB}c_{aB}=0$ for orthogonal orbitals. A nonzero sum shows that the coefficients do not refer to an orthonormal basis. A zero sum does not prove that they do: in a symmetric two-centre bond it vanishes by symmetry for overlapping orbitals as well. It vanishes term by term, whatever the gaps, so it does not test the orbital energies or the prefactor.

## Sign and limiting cases

For two equivalent $s$ orbitals joined by a matrix element $\beta<0$, the occupied and empty orbitals are $(s_A\pm s_B)/\sqrt2$, separated by $2|\beta|$. The coefficient products are $c_{iA}c_{iB}=\tfrac12$ and $c_{aA}c_{aB}=-\tfrac12$, hence

$$\pi_{AB}=-4\,\frac{(1/2)(-1/2)}{2|\beta|}=\frac1{2|\beta|}>0 .$$

For $h_B>0$, spin up is pushed away from $B$ and collects on $A$. The reduced coupling of such a bond is positive, and the sign of $J$ is then that of $\gamma_A\gamma_B$.

Now suppose that all gaps are replaced by one mean value $\Delta$. With the bond order $P_{AB}=2\sum_ic_{iA}c_{iB}$, completeness of the orthonormal orbitals gives $\sum_ac_{aA}c_{aB}=-\sum_ic_{iA}c_{iB}=-P_{AB}/2$ for $A\ne B$. Then

$$\pi_{AB}=-\frac4\Delta\left(\frac{P_{AB}}2\right)\left(-\frac{P_{AB}}2\right)=\frac{P_{AB}^2}{\Delta}\ge0 .$$

A single mean energy therefore cannot, for $\Delta>0$, describe a negative reduced coupling $K_{AB}$. Formula (4) keeps the separate gaps and admits either sign.

If a gap tends to zero, its term in (4) diverges unless the numerator vanishes, and the expansion about a closed shell loses its meaning.

## Worked example: linear BeH₂

The Be–H distance is set to 2.50 bohr. The orbitals come from restricted Hartree-Fock theory in a minimal basis of atomic orbitals, each expanded in Gaussians. Be 1s and 2s are taken from the Hartree-Fock atom, Be 2p from the spin-averaged field of the configuration 1s²2s¹, and H 1s from the free atom. The two Be 2p orbitals perpendicular to the axis are empty and vanish at all three nuclei, so they are omitted. The molecular core orbital is projected out of the valence functions, which are then orthonormalised symmetrically.

The four valence orbitals are even (g) or odd (u) under inversion:

| Orbital | Energy (hartree) | Be 2s | Be 2p | H | H′ |
|---|---|---|---|---|---|
| 1g, occupied | −0.534 | 0.637 | 0 | 0.545 | 0.545 |
| 1u, occupied | −0.476 | 0 | 0.677 | 0.521 | −0.521 |
| 2g, empty | 0.256 | −0.771 | 0 | 0.450 | 0.450 |
| 2u, empty | 0.672 | 0 | −0.736 | 0.479 | −0.479 |

**Be–H.** The odd orbitals have no Be 2s part, so 1g→2g alone contributes. Its gap is 0.790 hartree:

$$\pi_{\rm BeH}=-4\,\frac{(0.637)(-0.771)(0.545)(0.450)}{0.790}\approx0.610\ \text{hartree}^{-1}.$$

In these Gaussian expansions the atomic densities at the nuclei are 0.563 bohr⁻³ for Be 2s and 0.316 bohr⁻³ for H 1s; the latter lies slightly below the exact value $1/\pi=0.318$ bohr⁻³ because Gaussians have no cusp. Five steeper $s$ Gaussians on each atom raise the two densities to 0.568 and 0.318 bohr⁻³ and the values of $K$ below by up to 2 per cent (6.8 becomes 7.0 and 32.4 becomes 33.0), while $\pi_{AB}$ is unchanged to the digits shown. When $\Pi_{AB}$ is in bohr⁻⁶ hartree⁻¹, the prefactor $\tfrac49\mu_0^2\mu_B^2$ equals 63.05 in units of $10^{19}\,\mathrm{T^2\,J^{-1}}$. In these units

$$K_{\rm BeH}=63.05\times0.563\times0.316\times0.610\approx6.8 .$$

**H–H′.** All four excitations contribute. A g orbital has equal coefficients on the two hydrogens and a u orbital has opposite ones. By (4), excitations that keep the parity give negative terms and those that change it give positive terms:

| Excitation | Gap (hartree) | Term (hartree⁻¹) |
|---|---|---|
| 1g→2g | 0.790 | −0.3051 |
| 1g→2u | 1.206 | +0.2259 |
| 1u→2g | 0.732 | +0.3000 |
| 1u→2u | 1.148 | −0.2162 |

The sum, taken before rounding, is 0.0045 hartree⁻¹, under one per cent of either the positive or the negative part. Then

$$K_{\rm HH}=63.05\times0.316^2\times0.0045\approx0.028$$

in the same units. For two protons one unit of $K$ corresponds to 12.01 Hz, so $J_{\rm HH}\approx0.34$ Hz.

This number has little predictive content, even in sign. Lengthening the 1u→2g gap alone by two per cent lowers its term by about 0.006 hartree⁻¹, which is more than the whole sum. Within (4) the gaps are differences of four orbital energies and cannot move singly: lowering the 1u level by that amount also lengthens 1u→2u and leaves a sum of about 0.001 hartree⁻¹. An isolated change becomes possible once each excitation receives its own electron-hole attraction, which the uncoupled approximation drops. The mean-energy form is no safer. The bond order is 0.053, and matching $P^2/\Delta$ to $\pi_{\rm HH}$ requires $\Delta\approx0.6$ hartree, below each of the four gaps that contribute (the omitted perpendicular 2p orbitals, at 0.037 hartree, give smaller gaps but no terms). When terms of both signs occur, $\Delta$ is a fitted quantity and need not be an average of excitation energies.

## What each approximation costs here

The approximations can be removed in turn within the same basis. Values of $K$ are in $10^{19}\,\mathrm{T^2\,J^{-1}}$:

| Level | Be–H | H–H′ |
|---|---|---|
| Formula (5), atomic densities | 6.8 | 0.028 |
| Formula (5), densities of orthonormalised orbitals | 12.5 | 0.105 |
| Sum (3), valence orbitals | 10.6 | 0.103 |
| Sum (3), core included | 10.6 | 0.103 |
| Self-consistent Hartree-Fock response | 32.4 | 3.57 |

The first change concerns the meaning of $s_A^2(0)$. The coefficients belong to orthonormalised orbitals, whereas the densities in the first row belong to free atoms. The two sets differ because removing the core and orthonormalising mix the atomic functions, whose overlaps are large (0.56 between Be 2s and H 1s, for example); the separate shares of the overlaps and of the core projection were not examined. At its own nucleus the orthonormalised hydrogen orbital has density 0.606 bohr⁻³, nearly twice the atomic value; for beryllium the density falls slightly, to 0.534 bohr⁻³. Read literally, the step leading to (4) calls for the densities of the orthonormalised orbitals, since $s_A$ is a member of the orthonormal basis; the free-atom densities of the first row are a further substitution. For Be–H the choice changes the result by a factor of 1.8.

The third row restores the values at each nucleus of orbitals centred elsewhere. For Be–H this lowers $K$ by about 15 per cent relative to the second row. In this minimal basis and in the uncoupled sum, core excitations then change it by less than one per cent.

The largest change comes from the last row, in which the Fock operators respond to the spin density they create. Relative to the uncoupled sum with core, Be–H grows by a factor of 3.1 and H–H′ by a factor of about 35. The direction of the effect can be derived for a single pair $i,a$. Let the contact field have the matrix element $W_{ia}$ for spin up and $-W_{ia}$ for spin down, and let $x$ be the first-order mixing of $\varphi_a$ into $\varphi_i$ for spin up. The mixing for spin down is $-x$, so the total density and the Coulomb field do not change. The exchange field does, and adds $-x[(ii|aa)+(ia|ia)]$ to the spin-up matrix element, with $(pq|rs)$ the repulsion between the charge distributions $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$. First-order theory then requires

$$x=-\frac{W_{ia}-x\left[(ii|aa)+(ia|ia)\right]}{\varepsilon_a-\varepsilon_i},$$

$$x=-\frac{W_{ia}}{\varepsilon_a-\varepsilon_i-(ii|aa)-(ia|ia)} .$$

Both integrals are positive, so exchange reduces the denominator and strengthens the response. If the denominator approaches zero, the closed shell becomes unstable towards spin polarisation and the computed coupling diverges. With several pairs the denominator becomes a matrix. Its effect need not be the same for every excitation, and this upsets the near cancellation in H–H′. Giving each pair its own reduced denominator, without mixing different pairs, raises $K$ from 0.103 to 1.95 for H–H′ and from 10.6 to 22.0 for Be–H; the mixing supplies the rest.

The last row is no prediction of experiment either. It omits electron correlation, a larger basis, vibration and the other coupling mechanisms. The sizes in the table belong to the minimal basis. In an uncontracted basis with polarisation functions (18s7p2d on Be, 14s3p on H) the uncoupled sums with core are 9.0 for Be–H and 0.44 for H–H′ and the self-consistent values are 36.5 and 4.05, so the factors become about 4 and 9; leaving out the core excitations then lowers the self-consistent Be–H value to 31.6.

## Notes for implementation

- Formula (4) requires coefficients in an orthonormal basis. Coefficients from an overlapping basis must be transformed first.
- If orbital values at the nuclei are available, (3) costs no more than (4) and avoids the choice of $s_A^2(0)$. Gaussians have no cusp, so the basis needs steep $s$ functions.
- Orbital phases do not matter, since each orbital enters every term twice.
- The factor 4 in (3) and (4) already includes both spins. Summing also over the spin-up and spin-down excitations separately would double the result.
- Print the individual terms. If they nearly cancel, as for H–H′, neither the size nor the sign of the sum should be trusted at this level.
